\section*{Internal Metals and Lateral Domain Splitting in Ferroelectric Gate Stacks, part 2}

A ferroelectric film with negative stiffness at $P=0$ can be stabilized against uniform polarization by a capacitor in series. If a floating internal metal separates the two, the film may still split into regions of opposite $P$. The question is how narrow it must be to stay at $P=0$.

The algebra uses atomic units, $4\pi\epsilon_0=1$. The film fills $0<z<t$, $0<x<W$, between the gate metal at $z=0$ and the neutral, isolated internal metal at $z=t$. Both metals are ideal. Below lies an oxide of thickness $d$ and permittivity $\varepsilon_I$. $P$ points along $z$, positive toward the internal metal. Primes denote $d/dx$ and angle brackets averages over $x$. The local energy density is $aP^2/2+bP^4/4+gP'^2/2$, with $a<0$ and $b,g>0$, and the bulk polarization is $P_0=\sqrt{|a|/b}$. $F$ is the energy per film area relative to $P=0$, at the gate bias that makes $P=0$ stationary. Potentials are measured from that state.

The capacitance per area below the internal metal is $c$, and that of the film's background permittivity $\varepsilon_b$ is $c_b=\varepsilon_b/(4\pi t)$. The internal metal has potential $\phi_m=\langle P\rangle/(c+c_b)$, so only the mean polarization costs field energy. The uniform stiffness is $s_0=a+1/[t(c+c_b)]$, whose last term is the mean penalty. The capacitance condition is $s_0>0$. A mode $p_n\cos(n\pi x/W)$ adds $ts_np_n^2/4$ to $F$ at second order, with $s_n=a+g(n\pi/W)^2$. The split mode $n=1$ is unstable for $W>W_c=\pi\ell$, $\ell=\sqrt{g/|a|}$. This assumes free edges, where $P'=0$, as follows from
\begin{equation}
\delta\int_0^W\frac g2P'^2dx
=\Big[gP'\,\delta P\Big]_0^W-\int_0^W gP''\,\delta P\,dx .
\label{eq:vary}
\end{equation}

The example has $W=20$~nm, $t=10$~nm, $d=2$~nm, $P_0=20~\mu$C/cm$^2$, $\varepsilon_b=25$, $\varepsilon_I=3.9$, $a=-0.12$~MV/cm per $\mu$C/cm$^2$ and $g=0.10$~(MV/cm)\,nm$^2$ per $\mu$C/cm$^2$. Then $\ell=0.913$~nm and $W_c=2.87$~nm. In $\mu$F/cm$^2$, $c=1.727$, $c_b=2.214$, their sum is 3.940, and $1/(|a|t)=8.333$.

\subsection{Onset of splitting}

Just above $W_c$ the profile is nearly $P=p_1\cos(\pi x/W)$. With $\langle\cos^2\rangle=\tfrac12$ and $\langle\cos^4\rangle=\tfrac38$,
\begin{equation}
\frac Ft=\frac{s_1}{4}p_1^2+\frac{3b}{32}p_1^4 .
\label{eq:onset}
\end{equation}
Setting the derivative $s_1p_1/2+3bp_1^3/8$ to zero gives, for $p_1\neq0$,
\begin{equation}
p_1^2=-\frac{4s_1}{3b}=\frac43P_0^2\left(1-\frac{W_c^2}{W^2}\right).
\label{eq:amp}
\end{equation}
The amplitude grows continuously from zero. The result is of leading order near $W_c$, because the cubic force also drives the third harmonic, at order $p_1^3$. At $W=1.02\,W_c$ the formula gives $4.55~\mu$C/cm$^2$, or 4.551 to one more digit. The cosine amplitude of the full continuum solution is 4.555; minimization on a grid of 120 cells gives 4.558, the excess being mesh error. At $W=0.95\,W_c$, minimization from three random profiles returned to $P=0$ each time.

\subsection{Wide films: two domains and one wall}

For $W\gg\ell$ the film consists of domains at $\pm P_0$ separated by a wall. With the wall in the middle the mean is zero and so is the field. The profile obeys $gP''=aP+bP^3$. Multiplying by $P'$ and integrating from the bulk of one domain gives
\begin{equation}
\frac g2P'^2=\frac b4\left(P_0^2-P^2\right)^2 .
\end{equation}
The right side is the local energy above that of the bulk domain. The gradient energy equals it, so the wall energy per wall area is
\begin{equation}
\gamma=\int gP'^2dx=\int_{-P_0}^{P_0}\sqrt{\frac{gb}{2}}\,(P_0^2-P^2)\,dP
=\frac43\sqrt{\frac{g|a|}{2}}\,P_0^2 ,
\end{equation}
where $b=|a|/P_0^2$ was used. Per film area,
\begin{equation}
F\simeq-\frac{|a|P_0^2t}{4}+\frac{\gamma t}{W}.
\label{eq:wide}
\end{equation}
Since 1~MV/cm times $1~\mu$C/cm$^2$ is $6.24\times10^{-3}$~eV/nm$^3$, the first term is $-0.749$~eV/nm$^2$ in the example. With $\gamma=0.258$~eV/nm$^2$ the second is $0.258\times10/20=0.129$~eV/nm$^2$. The sum is $-0.620$~eV/nm$^2$, in agreement with minimization of the full energy. A further wall would cost another 0.129~eV/nm$^2$ and gain nothing, since the field energy is already zero.

Equation (\ref{eq:wide}) should not be used to find the critical width. It changes sign at $W=4\gamma/(|a|P_0^2)=3.77\,\ell$, which is 20\% above $\pi\ell$. Near threshold the film does not contain two bulk domains and a wall, but a weak cosine.

\subsection{What is lost when the film splits}

Let the gate voltage change by $V$. If the film stayed near $P=0$, then $E=aP$ with $E=(V-\phi_m)/t$. The charge passed to the capacitor would be
\begin{equation}
c\,\phi_m=c_b(V-\phi_m)+P=\left(c_b-\frac{1}{|a|t}\right)(V-\phi_m),
\end{equation}
and solving for $\phi_m$,
\begin{equation}
\frac{\phi_m}{V}=\frac{1/(|a|t)-c_b}{1/(|a|t)-c_b-c}
=\frac{8.333-2.214}{8.333-3.940}=1.39 .
\end{equation}
This is the hoped-for amplification. In a wide split film the wall moves until both domains have equal energy, which requires $E=0$ and hence $\phi_m=V$. In this model, with a wall free to move and far from the edges, the gain is one. The loss is gradual, not a jump at $W_c$: for the example the small-signal gain of the split state is 1.34 at $1.02\,W_c$, 1.20 at $1.1\,W_c$, 1.03 at $1.5\,W_c$ and 1.004 at $2\,W_c$.

\subsection{Without the internal metal}

Remove the internal metal and let the oxide rest on a conductor. The bound charge $p\cos kx$ at $z=t$ is no longer neutralized in place. The potential is $A\cos kx$ at the interface and falls to zero at $z=0$ and $z=t+d$ as hyperbolic sines. Continuity of the displacement gives
\begin{equation}
kA\left[\varepsilon_b\coth kt+\varepsilon_I\coth kd\right]=4\pi p .
\end{equation}
The field energy per area is $\tfrac12\langle P\phi\rangle=pA/4$. Comparison with the form $ts\,p^2/4$ shows that the mode gains the stiffness
\begin{equation}
s_{\rm dep}=\frac{A}{tp}=\frac{4\pi}{tk\left[\varepsilon_b\coth kt+\varepsilon_I\coth kd\right]} .
\label{eq:dep}
\end{equation}
For $k\to0$ this tends to $1/[t(c+c_b)]$: broad patterns pay the same price as the mean. The internal metal cancels this price for every pattern of zero mean. Poisson solutions at $k=\pi/W_c$ and $k=\pi/(3W_c)$ agreed with (\ref{eq:dep}) within 1\%.

These cosine modes assume that no field leaves through the side walls. In the example, the half-wave that is uniform through the thickness is unstable for widths between 3.62 and 9.74~nm. In wider films it is stable again, but shorter modes take over: at 20~nm the modes $n=3$ to 5 have negative stiffness. The 20~nm film thus splits without the metal too, into several domains rather than two. A pattern that relaxes along $z$ may do so earlier, but not below $W_c$, since the field energy cannot be negative. The threshold without the metal therefore lies between 2.87 and 3.62~nm.

\subsection{Edges that are not free}

Suppose that each side edge has a surface energy $gP^2/(2\lambda_e)$ per edge area. The boundary term in (\ref{eq:vary}) then requires $P'=-P/\lambda_e$ at the right edge. Measured from the centre, the odd mode at threshold is $\sin(x/\ell)$, and the condition at $x=W/2$ is $\tan(W/2\ell)=-\lambda_e/\ell$. Its first solution is
\begin{equation}
W=2\ell\left[\pi-\arctan(\lambda_e/\ell)\right].
\end{equation}
The factor $\pi$ in $W_c$ thus belongs to free edges, $\lambda_e\to\infty$. Edges that force $P$ to zero double it. For $\lambda_e/\ell=10$, 1 and 0.01, diagonalization with a mean penalty of $50|a|$ gave thresholds of 3.05, 4.30 and 5.72~nm, within 0.3\% of the formula.

\subsection{Metals that screen imperfectly}

In a real metal the screening charge lies a small distance $\lambda$ inside the surface. Let the potential in both metals obey $\nabla^2\phi=\phi/\lambda^2$, with permittivity one. Charges $\mp p\cos kx$ on the two faces produce a potential odd about the midplane, with amplitude $A$ at the lower face. Matching there gives
\begin{equation}
A\left[\varepsilon_bk\coth\frac{kt}{2}+\sqrt{k^2+\lambda^{-2}}\right]=4\pi p .
\end{equation}
Both faces contribute, so the energy is $pA/2$ and
\begin{equation}
s_{\rm scr}=\frac{2A}{tp}=\frac{8\pi}{t\left[\varepsilon_bk\coth(kt/2)+\sqrt{k^2+\lambda^{-2}}\right]} .
\end{equation}
This too agreed with Poisson solutions within 1\% at the same two wavenumbers. For $\lambda=0.05$~nm it amounts to $0.40|a|$ at $k=\pi/W_c$, which is not small.

Its effect depends on what $a$ means. If $a$ is the intrinsic stiffness, the threshold rises to at most 3.94~nm. It is an upper bound because the pattern was kept uniform through the thickness. If $a$ was instead read from the energy curvature of a shorted capacitor with the same film and electrodes, it already contains the uniform screening term, $0.75|a|$. The intrinsic stiffness is then $-1.75|a|$, and the threshold is at most 2.43~nm.

\subsection{Other limits of the model}

\emph{Lattice.} A width of 2.87~nm spans few unit cells. For a chain of $N$ cells of size $h$ with free ends, $g(\pi/W)^2$ becomes $(2g/h^2)[1-\cos(\pi/N)]$. With $h=0.5$~nm the split-mode stiffness is $+0.27|a|$ for five cells and $-0.11|a|$ for six. The threshold stays between 2.5 and 3.0~nm.

\emph{Anisotropy.} If $g$ along one lateral axis is ten times smaller, the bound for that side is 0.91~nm, less than two cells. The continuum value then means only that almost any film splits along that axis.

\emph{Temperature.} In a square column of side $0.8\,W_c$ at 300~K, the Boltzmann distribution for the energy $F$ from (\ref{eq:onset}) times the column's area gives the split mode an rms amplitude of $1.5~\mu$C/cm$^2$. The column is stable about $P=0$ but not at rest.

\emph{Breakdown.} With the gate at its stationary bias, a rough breakdown field of 10~MV/cm puts 2~V across the oxide. This corresponds to a mean polarization of $3.940\times2=7.9~\mu$C/cm$^2$, well below $P_0$.

\emph{Leakage.} Charge that tunnels onto the internal metal cancels the mean polarization's field as well, so that $s_0$ falls to $a$ and films of any width become unstable. For a barrier of 3.1~eV and a mass of 0.4 electron masses, the factor $e^{-2\kappa d}$, with $\kappa$ the decay constant in the barrier, is $1.2\times10^{-10}$. Taking this exponential, with $\kappa$ adjusted for each in-plane momentum, as the transmission and summing over those momenta gives a charging time of roughly 20~$\mu$s if the far side supplies carriers like a metal. This is an order of magnitude only: the prefactor of a rectangular barrier between free-electron metals shortens the time three- to fourfold, and leakage through the ferroelectric itself is not counted. A semiconductor near flat band supplies far fewer.

\emph{Fringing.} A column narrower than $W_c$ is taller than it is wide, so fields at its sides alter $s_0$. They do not alter the instability above $W_c$: with ideal metals, the split pattern has no field anywhere.

\subsection{Comparison with real stacks}

Hafnium-zirconium oxide films about 10~nm thick have remanent polarizations of roughly 10 to 30~$\mu$C/cm$^2$ and coercive fields near 1~MV/cm. The model's Landau coercive field, $2|a|P_0/(3\sqrt3)=0.92$~MV/cm, is of that size. Measured switching usually proceeds by nucleation, however, so $|a|$ may be underestimated, and doubling $|a|$ would lower $W_c$ by 29\%. The coefficient $g$ is the least certain input, and $W_c$ varies as its square root. Interfacial oxides in scaled transistors are often nearer 1~nm than 2~nm. This leaves $W_c$ unchanged but makes leakage far faster. Real films are also polycrystalline, and grain boundaries may act as partly free edges, an effect not sized here. Of the assumptions whose effect was sized, ideal screening is one that real electrodes certainly break, and a screening length of 0.05~nm moves the threshold from 2.9~nm to somewhere between about 2.2 and 3.9~nm. The lower figure is $W_c/\sqrt{1.75}$, the bound without field energy for the capacitor-calibrated $a$.

For a uniaxial film with nearly free edges and a continuous, well-screening internal metal, the design rule is that capacitance matching must be joined by a lateral size below about $\pi\sqrt{g/|a|}$ in both directions, each with its own $g$. For the isotropic coefficients assumed in the example this means a few nanometres. In the example, a film 20~nm wide exceeds the bound by a factor of seven. If the polarization does not vary along the other side, edge suppression alone raises the bound by at most a factor of two. In a square film with $P=0$ at all four edges the split mode $\sin(2\pi x/W)\sin(\pi y/W)$ also pays for its variation along $y$, and with the example's capacitances the factor is $\sqrt5$. Imperfect screening alone, with a screening length of 0.05~nm, raises the bound by at most 1.4. Closing the gap through the gradient coefficient would take a $g$ about fifty times larger than assumed. The numerical output that follows lists the values used.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Landau stiffness a: -0.12 MV/cm per uC/cm2
gradient coefficient g: 0.10 (MV/cm) nm2 per uC/cm2
bulk polarization P0: 20.0 uC/cm2
ferroelectric thickness: 10.0 nm
oxide thickness: 2.0 nm
background permittivity: 25.0; oxide permittivity: 3.9
a in atomic units: -0.1335
Landau coercive field: 0.924 MV/cm
length sqrt(g/|a|): 0.913 nm
critical width, formula: 2.868 nm = 28.68 angstrom
critical width, diagonalization: 2.868 nm
same, mean penalty 1.2|a|: 2.868 nm
same, mean penalty 100|a|: 2.868 nm
oxide capacitance c: 1.727 uF/cm2
background capacitance c_b: 2.214 uF/cm2
limit 1/(|a|t) for c + c_b: 8.333 uF/cm2
uniform-mode stiffness s0/|a|: 1.115
device width: 20.0 nm
split-mode stiffness s1/|a| in device: -0.979
device: largest |P| after splitting: 20.00 uC/cm2
device: |mean P| after splitting below 0.02 uC/cm2: True
device: energy relative to P=0: -0.620 eV/nm2
wall energy per wall area: 0.258 eV/nm2
wall energy, minimization/formula: 0.9999
amplitude at 1.02 W_c, minimization: 4.558 uC/cm2
amplitude at 1.02 W_c, formula: 4.551 uC/cm2
uneven profile, field energy with metal: 0.4120 eV/nm2
uneven profile, field energy without metal: 0.7473 eV/nm2
no internal metal, z-uniform mode unstable above: 3.619 nm
edge length 0.01 sqrt(g/|a|), critical width: 5.717 nm
edge length 1 sqrt(g/|a|), critical width: 4.302 nm
edge length 10 sqrt(g/|a|), critical width: 3.050 nm
critical width along axis with g/10: 0.907 nm
metal screening length: 0.05 nm
screening stiffness/|a|, uniform: 0.753
screening stiffness/|a|, at W_c: 0.397
critical width, real metals, a intrinsic: 3.944 nm
critical width, real metals, a from capacitor: 2.429 nm
lattice cell: 0.5 nm
lowest stiffness/|a|, 5 cells: 0.273; 6 cells: -0.107
temperature: 300 K
thermal column side (0.8 W_c): 2.294 nm
thermal rms amplitude of split mode: 1.51 uC/cm2
oxide breakdown field (rough): 10 MV/cm
mean P that reaches breakdown: 7.88 uC/cm2
tunnel barrier: 3.1 eV; mass: 0.4 electron masses
tunnel exponential factor: 1.23e-10
charging time of internal metal, metal-like supply: 1.7e-05 s
\end{verbatim}
